# Newns-Anderson Width and Ion Survival in Resonant Neutralization near a Metal: verification in Python

```python
"""Resonant neutralization of an ion near a metal (Newns-Anderson model).

Result under test, in atomic units (hbar = m_e = e = 1):
  width     G(z) = (4 kappa/Q^2) int_kappa^Q q sqrt(Q^2-q^2) exp(-2 q z) dq
  survival  P = exp(-g S(z0)/v),  S(z0) = int_z0^infinity G(z) dz
kappa: decay constant of the ion orbital, level energy -kappa^2/2
Q^2 = 2*V0, V0: depth of the metal well; z: ion-surface distance
q: decay constant of one parallel-momentum channel; v: normal speed
g: number of empty spin levels (2 for a closed-shell ion, empty s level)
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.special import j0

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
SPEED = sc.physical_constants["atomic unit of velocity"][0]
BOHR = sc.physical_constants["Bohr radius"][0]

# Round model parameters
depth_eV, work_eV, binding_eV = 12.0, 4.0, 6.0
z0, mass_u = 3.0, 40.0
V0 = depth_eV / HARTREE
level = -binding_eV / HARTREE
fermi = -work_eV / HARTREE
kappa = np.sqrt(-2 * level)
Q = np.sqrt(2 * V0)
k_normal = np.sqrt(Q**2 - kappa**2)
mass = mass_u * sc.atomic_mass / sc.m_e


def width(z, kap=kappa):
    """Derived width; q = Q sin(theta) removes the end-point root."""
    def integrand(th):
        return Q * np.sin(th) * (Q * np.cos(th))**2 * np.exp(-2*Q*np.sin(th)*z)
    value = quad(integrand, np.arcsin(kap / Q), np.pi / 2,
                 epsabs=0, epsrel=1e-10)[0]
    return 4 * kap / Q**2 * value


def path_integral(z):
    """Derived closed form of the integral of the width from z to infinity."""
    def integrand(th):
        return (Q * np.cos(th))**2 * np.exp(-2 * Q * np.sin(th) * z)
    value = quad(integrand, np.arcsin(kappa / Q), np.pi / 2,
                 epsabs=0, epsrel=1e-10)[0]
    return 2 * kappa / Q**2 * value


# --- Hopping: metal potential between orbital and metal state, by quadrature
nodes, weights = np.polynomial.legendre.leggauss(240)
radius, w_radius = 20 * (nodes + 1), 20 * weights
z_metal, w_metal = -20 * (nodes + 1), 20 * weights
distance = np.sqrt(radius[None, :]**2 + (z_metal[:, None] - z0)**2)
hopping_error = 0.0
for K in (0.0, 0.25, 0.5):
    q = np.sqrt(kappa**2 + K**2)
    k = np.sqrt(Q**2 - q**2)
    phase = np.arctan2(k, -q)
    orbital = np.sqrt(kappa / (2*np.pi)) * np.exp(-kappa*distance) / distance
    parallel = 2*np.pi * (orbital * j0(K*radius) * radius) @ w_radius
    direct = -V0 * np.sum(w_metal * np.sin(k*z_metal + phase) * parallel)
    derived = -np.sqrt(2*np.pi*kappa) * np.sin(phase) * np.exp(-q*z0)
    hopping_error = max(hopping_error, abs(direct / derived - 1))
assert hopping_error < 1e-5


# --- Width from the complex-energy pole of the ion plus metal problem
def pole_width(z):
    Qm = mp.mpf(Q)
    tail = mp.quad(lambda q: (q - mp.sqrt(q*q - Qm*Qm))**2 / Qm**2
                   * mp.exp(-2*q*z), [Qm, Qm + 2, mp.inf])
    kap = mp.mpc(kappa)
    for _ in range(14):
        main = mp.quad(lambda q: (q + 1j*mp.sqrt(Qm*Qm - q*q))**2 / Qm**2
                       * mp.exp(-2*q*z), [kap, Qm])
        kap = kappa + main + tail
    return float(-2 * mp.im(-kap**2 / 2))


G0, G6 = width(z0), width(6.0)
pole0, pole6 = pole_width(z0), pole_width(6.0)
assert abs(pole0 / G0 - 1) < 0.05      # correction of order exp(-2 kappa z)
assert abs(pole6 / G6 - 1) < 0.003
assert abs(pole6 / G6 - 1) < abs(pole0 / G0 - 1)


def far_width(z):
    return kappa**2 * k_normal * np.exp(-2*kappa*z) / (V0 * z)


assert abs(width(40.0) / far_width(40.0) - 1) < 0.01

# --- Path integral, local decay constant, energy slope of the width
S0 = path_integral(z0)
S_numeric = quad(width, z0, 25.0, epsabs=1e-12, epsrel=1e-8)[0]
assert abs(S_numeric / S0 - 1) < 1e-5
step = 1e-3
decay = -(np.log(width(z0+step)) - np.log(width(z0-step))) / (2*step)
assert decay > 2 * kappa
S_exponential = G0 / decay
assert abs(S_exponential / S0 - 1) < 0.05
slope = (np.log(width(z0, np.sqrt(-2*(level+step))))
         - np.log(width(z0, np.sqrt(-2*(level-step))))) / (2*step)

# --- Time-dependent Newns-Anderson model with a discretized band
n_energy, dt, z_far = 400, 0.5, 11.0
spacing = V0 / n_energy
band = -V0 + spacing * (np.arange(n_energy) + 0.5)
x, w = np.polynomial.legendre.leggauss(6)
th_low = np.arcsin(kappa / Q)
theta = th_low + (np.pi/2 - th_low) * (x + 1) / 2
q_channel = Q * np.sin(theta)
strength = (4*kappa/Q**2 * q_channel * (Q*np.cos(theta))**2
            * w * (np.pi/2 - th_low) / 2)
assert abs(np.sum(strength*np.exp(-2*q_channel*z0)) / G0 - 1) < 1e-5


def outgoing(v):
    count = int(np.ceil((z_far - z0) / (v * dt)))
    return z0 + v * dt * (np.arange(count) + 0.5)


def propagator_row(path, spins=1, level_rise=0.0):
    """Ion row of the propagator: |U_aa|^2 and |U_ak|^2 summed over channels.

    H is real symmetric, so the row follows from the time-reversed path.
    """
    ion = 1.0 + 0j
    metal = np.zeros((len(q_channel), n_energy), complex)
    turn = np.exp(-1j * (band - level) * dt)
    base = np.sqrt(spins * strength * spacing / (2*np.pi))
    for z in path[::-1]:
        hop = base * np.exp(-q_channel * z)
        norm = np.sqrt(n_energy * np.sum(hop**2))
        bright = np.dot(hop, metal.sum(axis=1)) / norm
        c, s = np.cos(norm*dt), np.sin(norm*dt)
        new_bright = c*bright - 1j*s*ion
        ion = c*ion - 1j*s*bright
        metal += ((new_bright - bright) / norm * hop)[:, None]
        metal *= turn
        ion *= np.exp(-1j * level_rise * z0 / z * dt)
    return abs(ion)**2, np.sum(abs(metal)**2, axis=0)


def speed(energy_eV):
    return np.sqrt(2 * energy_eV / HARTREE / mass)


# Tolerance 0.01: a finite band gives corrections of order width/bandwidth
v10, v50, v100 = speed(10.0), speed(50.0), speed(100.0)
one_spin_law = np.exp(-S0 / v10)
one_spin, final_row = propagator_row(outgoing(v10))
assert abs(one_spin + final_row.sum() - 1) < 1e-8
assert abs(one_spin - one_spin_law) < 0.01
fast_spin = propagator_row(outgoing(v100))[0]
assert abs(fast_spin - np.exp(-S0 / v100)) < 0.01

rise_eV = 1.0
moving_level = propagator_row(outgoing(v10), level_rise=rise_eV/HARTREE)[0]
assert abs(moving_level - one_spin_law) < 0.01

reflected_path = np.concatenate([outgoing(v100)[::-1], outgoing(v50)])
reflected_spin = propagator_row(reflected_path)[0]
reflected_spin_law = np.exp(-S0 * (1/v100 + 1/v50))
assert abs(reflected_spin - reflected_spin_law) < 0.01

# Electrons lost to empty band states: Fermi level above or at the ion level
leak = final_row[band > fermi].sum()
leak_at_level = final_row[band > level].sum()
assert leak < 0.02
assert abs(leak_at_level - (1 - one_spin)/2) < 1e-3
assert leak_at_level > 10 * leak

# --- Spin: complete Fock space, two band levels, no double occupation of ion
n_orb = 6                      # ion up, ion down, then band levels up, down
lower, sign, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
destroy = []
for i in range(n_orb):
    op = np.eye(1)
    for j in range(n_orb):
        op = np.kron(op, sign if j < i else lower if j == i else unit)
    destroy.append(op)
number = [d.T @ d for d in destroy]
e_ion, e_band, hop_band = -0.1, (-0.4, 0.3), (0.21, 0.17)
H = e_ion * (number[0] + number[1])
for b in range(2):
    for s in range(2):
        i = 2 + 2*b + s
        mix = destroy[s].T @ destroy[i]
        H = H + e_band[b]*number[i] + hop_band[b]*(mix + mix.T)
allowed = np.eye(2**n_orb) - number[0] @ number[1]
H = allowed @ H @ allowed
start = np.zeros(2**n_orb)
start[0b001111] = 1.0          # empty ion, filled band
ion_empty = (np.diag(number[0]) + np.diag(number[1])) < 0.5
pair = np.zeros((5, 5))
for b in range(2):
    for s in range(2):
        i = 1 + 2*b + s
        pair[i, i] = e_ion - e_band[b]
        pair[0, i] = pair[i, 0] = hop_band[b]
spin_error = 0.0
for t in (1.0, 3.0, 7.0):
    fock = np.sum(abs(expm(-1j*H*t) @ start)[ion_empty]**2)
    spin_error = max(spin_error, abs(fock - abs(expm(-1j*pair*t)[0, 0])**2))
assert spin_error < 1e-10

# Infinite repulsion (doubled continuum) against two independent spins
strong_repulsion = propagator_row(outgoing(v10), spins=2)[0]
assert abs(strong_repulsion - one_spin**2) < 0.01
assert abs(strong_repulsion - np.exp(-2*S0/v10)) < 0.01

# --- Worked example
v_c = 2 * S0
print(f"metal well depth: {depth_eV:.1f} eV")
print(f"work function: {work_eV:.1f} eV")
print(f"ion level below vacuum: {binding_eV:.1f} eV")
print(f"closest distance z0: {z0:.1f} bohr = {z0*BOHR*1e10:.3f} angstrom")
print(f"ion mass: {mass_u:.1f} u")
print(f"V0: {V0:.5f} hartree")
print(f"kappa: {kappa:.5f} 1/bohr")
print(f"Q: {Q:.5f} 1/bohr")
print(f"k at zero parallel momentum: {k_normal:.5f} 1/bohr")
print(f"largest relative hopping error: {hopping_error:.1e}")
print(f"width at z0: {G0:.6f} hartree = {G0*HARTREE:.4f} eV")
print(f"pole width at z0: {pole0:.6f} hartree")
print(f"pole/derived width at z0: {pole0/G0:.5f}")
print(f"width at 6 bohr: {G6:.4e} hartree")
print(f"pole/derived width at 6 bohr: {pole6/G6:.6f}")
print(f"derived/far-form width at z0: {G0/far_width(z0):.4f}")
print(f"derived/far-form width at 40 bohr: {width(40.)/far_width(40.):.4f}")
print(f"local decay constant a at z0: {decay:.4f} 1/bohr")
print(f"2 kappa: {2*kappa:.4f} 1/bohr")
print(f"S(z0): {S0:.6f} hartree bohr")
print(f"local exponential estimate of S: {S_exponential:.6f} hartree bohr")
print(f"characteristic speed v_c (g=2): {v_c:.6f} a.u. = {v_c*SPEED:.1f} m/s")
for energy in (5.0, 10.0, 50.0, 100.0):
    v = speed(energy)
    print(f"normal energy {energy:.0f} eV: speed {v*SPEED:.0f} m/s, "
          f"one-way P {np.exp(-v_c/v):.4f}")
print(f"speed at 10 eV: {v10:.6f} a.u.")
print(f"hbar a v at 10 eV: {decay*v10*HARTREE:.4f} eV")
print(f"d ln(width)/d(level energy) at z0: {slope:.3f} 1/hartree")
print(f"slope times width: {slope*G0:.4f}")
print(f"slope times hbar a v at 10 eV: {slope*decay*v10:.4f}")
print(f"one spin, 10 eV, law: {one_spin_law:.4f}")
print(f"one spin, 10 eV, propagated: {one_spin:.4f}")
print(f"one spin, 100 eV, law: {np.exp(-S0/v100):.4f}")
print(f"one spin, 100 eV, propagated: {fast_spin:.4f}")
print(f"level rise at z0 in moving-level run: {rise_eV:.1f} eV")
print(f"one spin, 10 eV, moving level: {moving_level:.4f}")
print(f"two spins, 10 eV, no repulsion: {one_spin**2:.4f}")
print(f"two spins, 10 eV, infinite repulsion: {strong_repulsion:.4f}")
print(f"largest Fock-space spin error: {spin_error:.1e}")
print(f"reflected 100 to 50 eV, one spin, law: {reflected_spin_law:.4f}")
print(f"reflected 100 to 50 eV, one spin, propagated: {reflected_spin:.4f}")
print(f"reflected 100 to 50 eV, P with g=2: {reflected_spin_law**2:.4f}")
print(f"empty-state term, Fermi level 2 eV above: {leak:.5f}")
print(f"empty-state term, Fermi level at ion level: {leak_at_level:.4f}")
print(f"one-spin empty fraction in that case: {one_spin+leak_at_level:.4f}")
print("every check passed")
```

It prints:

```
metal well depth: 12.0 eV
work function: 4.0 eV
ion level below vacuum: 6.0 eV
closest distance z0: 3.0 bohr = 1.588 angstrom
ion mass: 40.0 u
V0: 0.44099 hartree
kappa: 0.66407 1/bohr
Q: 0.93914 1/bohr
k at zero parallel momentum: 0.66407 1/bohr
largest relative hopping error: 2.3e-11
width at z0: 0.002948 hartree = 0.0802 eV
pole width at z0: 0.002924 hartree
pole/derived width at z0: 0.99203
width at 6 bohr: 3.4614e-05 hartree
pole/derived width at 6 bohr: 0.999915
derived/far-form width at z0: 0.7159
derived/far-form width at 40 bohr: 0.9985
local decay constant a at z0: 1.5055 1/bohr
2 kappa: 1.3281 1/bohr
S(z0): 0.001973 hartree bohr
local exponential estimate of S: 0.001958 hartree bohr
characteristic speed v_c (g=2): 0.003945 a.u. = 8631.0 m/s
normal energy 5 eV: speed 4911 m/s, one-way P 0.1725
normal energy 10 eV: speed 6946 m/s, one-way P 0.2886
normal energy 50 eV: speed 15531 m/s, one-way P 0.5737
normal energy 100 eV: speed 21964 m/s, one-way P 0.6751
speed at 10 eV: 0.003175 a.u.
hbar a v at 10 eV: 0.1301 eV
d ln(width)/d(level energy) at z0: 10.354 1/hartree
slope times width: 0.0305
slope times hbar a v at 10 eV: 0.0495
one spin, 10 eV, law: 0.5372
one spin, 10 eV, propagated: 0.5388
one spin, 100 eV, law: 0.8216
one spin, 100 eV, propagated: 0.8248
level rise at z0 in moving-level run: 1.0 eV
one spin, 10 eV, moving level: 0.5389
two spins, 10 eV, no repulsion: 0.2903
two spins, 10 eV, infinite repulsion: 0.2896
largest Fock-space spin error: 1.0e-16
reflected 100 to 50 eV, one spin, law: 0.6223
reflected 100 to 50 eV, one spin, propagated: 0.6217
reflected 100 to 50 eV, P with g=2: 0.3872
empty-state term, Fermi level 2 eV above: 0.00228
empty-state term, Fermi level at ion level: 0.2306
one-spin empty fraction in that case: 0.7694
every check passed
```
